# pH and conductivity of rinse water at fixed carbon dioxide pressure

**Question**

I am trying to predict the pH and conductivity of semiconductor rinse water at 25 °C. The water is otherwise pure and has come to equilibrium with gas containing carbon dioxide. I have two cases: a CO$_2$ partial pressure of 0.32 Torr, roughly that of clean-room air, and 76 Torr for a rinse dosed with CO$_2$ to reduce electrostatic charging. I want to keep the first acid dissociation and drop the second.

I can get the dissolved CO$_2$ from Henry's law, but then I am stuck on three points. Should I subtract the part that dissociates? If I set $[\mathrm{H^+}]=[\mathrm{HCO_3^-}]$, the hydrogen-ion concentration goes to zero with the pressure, which cannot be right for water. And how do I turn the concentrations into a conductivity, and judge whether the neglected effects matter?

**Answer**

**What is held fixed**

The gas is a reservoir at CO$_2$ partial pressure $p$. If dissolved CO$_2$ dissociates, more enters from the gas until Henry's law holds again. So you should not subtract the dissociated part:

$$C=K_Hp .$$

Here $C$ is the undissociated dissolved CO$_2$, including the small part present as H$_2$CO$_3$, and $K_1$ below refers to this total.

The subtraction belongs to a different problem, in which water with a fixed total carbon content $C$ is sealed without a gas space. There, neglecting water's own ions, $h^2=K_1(C-h)$. With the air-like numbers found below, this gives $h=2.32\times10^{-6}$ mol/L, between 8 and 9 % below the open-system value.

I write $h=[\mathrm{H^+}]$, measure concentrations in mol/L, and treat the ions as ideal and dilute. Numerical values of concentrations are understood inside logarithms.

**The two equilibrium conditions**

Starting from neutral water molecules and the CO$_2$ reservoir, let $x$ and $y$ be the amounts per litre of the reactions

$$\mathrm{CO_2+H_2O\rightarrow H^++HCO_3^-},\qquad
\mathrm{H_2O\rightarrow H^++OH^-}.$$

Then $[\mathrm{HCO_3^-}]=x$, $[\mathrm{OH^-}]=y$ and $h=x+y$. An ideal solute has chemical potential $\mu_i=\mu_i^\circ+RT\ln c_i$. Integrating over concentration gives a free energy $c_i\mu_i^\circ+RTc_i(\ln c_i-1)$ per litre. The standard potentials, and the potentials of water and reservoir CO$_2$, enter linearly in $x$ and $y$; they define the equilibrium constants. In units of $RT$ per litre, the function to minimise is therefore

$$\Omega=\sum_i c_i(\ln c_i-1)-x\ln a-y\ln K_w,\qquad a=K_1K_Hp .$$

Since the derivative of $c(\ln c-1)$ is $\ln c$,

$$\frac{\partial\Omega}{\partial x}=\ln h+\ln x-\ln a=0,\qquad
\frac{\partial\Omega}{\partial y}=\ln h+\ln y-\ln K_w=0 .$$

Hence

$$[\mathrm{HCO_3^-}]=\frac ah,\qquad [\mathrm{OH^-}]=\frac{K_w}{h}.$$

The function is convex, so this stationary point is the minimum.

**The hydrogen-ion concentration**

Neutrality is $h=[\mathrm{HCO_3^-}]+[\mathrm{OH^-}]$. The hydroxide term is what your equation lacks. Substitution gives

$$h=\frac{a+K_w}{h}\quad\Longrightarrow\quad h^2=a+K_w .$$

A concentration is positive, so

$$\boxed{h=\sqrt{K_1K_Hp+K_w}},\qquad
\mathrm{pH}=-\log_{10}h=-\tfrac12\log_{10}(a+K_w).$$

At $p=0$ this gives $h=\sqrt{K_w}$, as it should. For $a\gg K_w$ it becomes your estimate $h\simeq\sqrt a$.

The pressure dependence follows from $da/d\ln p=a$:

$$\frac{d\,\mathrm{pH}}{d\log_{10}p}=-\frac{a}{2(a+K_w)}.$$

The factors $\ln10$ from the two logarithms cancel. When carbonic acid dominates, ten times the pressure lowers the pH by nearly 0.5. The square root arises because each dissociation makes two ions, whose concentrations multiply in the equilibrium law.

**From concentrations to conductivity**

In a field $E$, a monovalent ion of mobility $u_i$ drifts at speed $u_iE$. Positive and negative ions move in opposite directions, so their currents add. With $F$ the charge per mole of elementary charges, the current density is $F\sum_i c_iu_iE$. Defining the molar conductivity $\lambda_i=Fu_i$ gives

$$\kappa=\lambda_Hh+\lambda_B\frac ah+\lambda_{OH}\frac{K_w}{h},$$

where $B$ denotes bicarbonate. Substituting $a=h^2-K_w$,

$$\boxed{\kappa=(\lambda_H+\lambda_B)h+(\lambda_{OH}-\lambda_B)\frac{K_w}{h}} .$$

For $\lambda$ in S cm$^2$/mol and concentrations in mol/L, one factor $10^{-3}$ converts litres to cubic centimetres and another factor $10^6$ converts S to µS. The right-hand side must therefore be multiplied by 1000 to give µS/cm.

Does adding CO$_2$ always raise this conductivity? Differentiation gives

$$\frac{d\kappa}{dh}=\lambda_H+\lambda_B-(\lambda_{OH}-\lambda_B)\frac{K_w}{h^2}.$$

The last fraction is largest, equal to one, in pure water. If $\lambda_{OH}>\lambda_B$, the smallest slope is thus $\lambda_H+2\lambda_B-\lambda_{OH}$. The values below make it $439-198=241$ S cm$^2$/mol, so conductivity rises throughout in this model. The condition is not empty: acid also removes hydroxide, and a hydroxide conductivity above 439 S cm$^2$/mol would produce an initial dip.

**Your two cases**

I use rough typical values: $K_H=0.034$ mol/(L atm), $K_1=4.5\times10^{-7}$ mol/L, $K_w=1.0\times10^{-14}$ mol$^2$/L$^2$, and $\lambda_H,\lambda_B,\lambda_{OH}=350,44.5,198$ S cm$^2$/mol. Dividing the Henry constant by 760 gives $K_H=4.474\times10^{-5}$ mol/(L Torr).

At **0.32 Torr**,

$$C=(4.474\times10^{-5})(0.32)=1.432\times10^{-5}\ \mathrm{mol/L},$$

$$a=(4.5\times10^{-7})(1.432\times10^{-5})=6.442\times10^{-12}\ \mathrm{mol^2/L^2},$$

$$h=\sqrt{6.442\times10^{-12}+0.010\times10^{-12}}
=2.540\times10^{-6}\ \mathrm{mol/L}.$$

The pH is 5.60. The hydroxide concentration is $3.94\times10^{-9}$ mol/L, and

$$\kappa=1000\left[(394.5)(2.540\times10^{-6})
+(153.5)(3.94\times10^{-9})\right]
=1.00\ \mathrm{\mu S/cm}.$$

The resistivity is 1.00 MΩ cm. Hydrogen ions carry $1000(350)(2.540\times10^{-6})=0.889$ µS/cm of the total, because they are much more mobile than bicarbonate ions of almost equal concentration.

At **76 Torr**, $C=3.40\times10^{-3}$ mol/L and $a=1.530\times10^{-9}$ mol$^2$/L$^2$. Thus $h=3.912\times10^{-5}$ mol/L, the pH is 4.41, and

$$\kappa\simeq1000(394.5)(3.912\times10^{-5})=15.4\ \mathrm{\mu S/cm},$$

or 0.065 MΩ cm. The pressure has risen by a factor 237.5 and the conductivity by about $\sqrt{237.5}=15.4$.

For comparison, $p=0$ gives pH 7.00, 0.0548 µS/cm and 18.2 MΩ cm. Water's own ions contribute equally to $h^2$ when $a=K_w$, at

$$p=\frac{K_w}{K_1K_H}=5.0\times10^{-4}\ \mathrm{Torr}.$$

There $h=\sqrt2\times10^{-7}$ mol/L, and the conductivity formula gives 0.067 µS/cm. In your air-like case, omitting $K_w$ lowers $h$ by only 0.08 %.

As a check on the algebra, direct numerical minimisation of $\Omega$ at $10^{-4}$, $10^{-2}$, 0.32 and 76 Torr reproduced both $h$ and $\kappa$ within one part in $10^5$. This does not check the input constants.

**Is the second dissociation negligible?**

With $K_2=h[\mathrm{CO_3^{2-}}]/[\mathrm{HCO_3^-}]$, the carbonate concentration is $K_2a/h^2$. Carbonate has two charges, so neutrality becomes

$$h=\frac{a+K_w}{h}+\frac{2K_2a}{h^2},\qquad
h^2=a+K_w+\frac{2K_2a}{h}.$$

Write $h=h_0+\delta h$, where $h_0^2=a+K_w$. To first order, $2h_0\delta h=2K_2a/h_0$, and hence

$$\delta h=K_2\frac{a}{h_0^2}\simeq K_2\quad(a\gg K_w).$$

For $K_2=4.7\times10^{-11}$ mol/L, the increase in $h$ is 0.0018 % at 0.32 Torr and 0.00012 % at 76 Torr. Dropping this step is safe here. It would fail in sufficiently alkaline water, since the ratio of carbonate to bicarbonate is $K_2/h$.

**Do the ions disturb one another?**

Around an ion of charge $q$, linear screening gives the potential $qe^{-k_Dr}/(4\pi\epsilon r)$, in SI form. Here $\epsilon$ is the permittivity of water and $1/k_D$ the Debye length. Subtracting the bare potential and letting $r\to0$ leaves $-qk_D/(4\pi\epsilon)$. Charging the ion from zero to $e$ therefore costs

$$-\int_0^e\frac{qk_D}{4\pi\epsilon}\,dq=-\frac{e^2k_D}{8\pi\epsilon},
\qquad \ln\gamma=-\frac{l_Bk_D}{2},$$

with $l_B=e^2/(4\pi\epsilon k_BT)=0.715$ nm. The Debye lengths are 191 and 48 nm, so $\gamma=0.998$ and 0.993.

In this approximation all monovalent ions share the same $\gamma$, and dissolved CO$_2$ remains ideal. The equilibrium laws then fix $\gamma^2h[\mathrm{HCO_3^-}]=a$ and $\gamma^2h[\mathrm{OH^-}]=K_w$. Adding them and using neutrality gives $(\gamma h)^2=a+K_w$. If pH is defined by the activity $\gamma h$, it does not change. The concentrations rise by $1/\gamma$, which raises conductivity by 0.19 % and 0.74 %.

The screening cloud also slows the ion. Its charge density is $-ek_D^2e^{-k_Dr}/(4\pi r)$, and the field pulls it the opposite way. A point force $f$ in a slow viscous flow gives a velocity component $f(1+\cos^2\theta)/(8\pi\eta r)$ along the force; its angular average is $f/(6\pi\eta r)$. Summing over the cloud gives the velocity at the ion,

$$v=-\frac{eEk_D^2}{6\pi\eta}\int_0^\infty e^{-k_Dr}\,dr
=-\frac{eEk_D}{6\pi\eta}.$$

Each molar conductivity therefore falls by $Fek_D/(6\pi\eta)$. This lowers $\kappa$ by 0.02 % and 0.10 %. Distortion of the moving cloud lowers it further. I do not derive that part. Its small parameter, $l_Bk_D$, is 0.004 and 0.015, and Onsager's limiting law for a single 1:1 electrolyte puts the correction at about $0.1\,l_Bk_D$. That is 0.04 % and 0.14 %, somewhat larger than the drag term.

**Other effects in a real rinse**

*Temperature.* Suppose the water is used at 20 °C at the same $p$. I take constant reaction enthalpies of $-20$ kJ/mol for dissolution and $+9$ kJ/mol for the first dissociation. The van 't Hoff law gives

$$\ln\frac{a_{20}}{a_{25}}
=-\frac{(-20+9)\times10^3}{R}
\left(\frac1{293.15}-\frac1{298.15}\right)=0.076,$$

with $R$ in J/(mol K). Thus $h$ rises by about 4 %. But with mobility slopes of 1.4 %/K for H$^+$ and 2 %/K for the other ions, the mobilities fall by 7 % and 10 %. The net conductivity falls by 3.8 % in both cases, while the pH falls by about 0.02. Read this as about 4 %: fitted temperature dependences of $K_H$ and $K_1$, with viscosity scaling of the mobilities of the other ions, give 4.3 %.

*Residual base.* Let the water contain $b=5\times10^{-7}$ mol/L of ammonium, an amount chosen to show the sensitivity. At these pH values I take it as fully protonated. Neutrality gives

$$h+b=\frac{a+K_w}{h},\qquad
h=-\frac b2+\sqrt{\frac{b^2}{4}+a+K_w}.$$

The air-like pH rises to 5.64, yet conductivity falls by 3.5 %, although a salt-forming base has been added. For small $b$, $h$ falls by $b/2$, bicarbonate rises by nearly $b/2$, and ammonium adds $b$. With $\lambda_{NH_4}=73.5$ S cm$^2$/mol, the change is

$$\frac{\Delta\kappa}{b}\simeq
-\frac{350}{2}+\frac{44.5}{2}+73.5=-79\ \mathrm{S\,cm^2/mol}.$$

This slope alone would give 3.9 %; the curve already bends upward at this $b$. Replacing fast hydrogen ions outweighs the added carriers only while $b$ is small: in the air-like case the conductivity is lowest, about 8 % down, near $b=2\times10^{-6}$ mol/L and exceeds its original value above about $5\times10^{-6}$ mol/L. In the dosed rinse the same residue lowers conductivity by 0.25 %. A conductivity reading therefore fixes the pH only if the other ions are known.

*Contact time.* For a still layer of depth $d$, closed at the wall $x=0$ and held at equilibrium at the surface $x=d$, the slowest deviation from equilibrium has the shape $\cos(\pi x/2d)$. Inserting it into the diffusion equation gives the decay rate $D(\pi/2d)^2$, so

$$\tau=\frac{4d^2}{\pi^2D}=213\ \mathrm{s}$$

for $d=1$ mm and $D=1.9\times10^{-5}$ cm$^2$/s. This estimate follows dissolved CO$_2$ alone and ignores its conversion to bicarbonate. Bicarbonate holds 18 % as much carbon as dissolved CO$_2$ in the air-like case and 1.2 % in the dosed case. Including it changes $\tau$ for this layer by less than 1 %, because H$^+$ and HCO$_3^-$ diffuse together about as fast as CO$_2$. It does slow the early uptake from CO$_2$-free water: $C$ at the wall reaches a quarter of its equilibrium value after about 124 s in the air-like case and 113 s in the dosed case.

Among the effects estimated here, incomplete uptake is thus the largest concern in a short, still rinse of initially CO$_2$-free water. Where $C$ has reached only a quarter of its equilibrium value, but the ions are locally in balance, $h\simeq\sqrt{K_1C}$ and the conductivity are about half their final values. That is a much larger shift than the other corrections sized here. Stirring can shorten the uptake time, but only down to a limit set by the slow hydration of CO$_2$, whose rate constant is about 0.04 s$^{-1}$. Even with $C$ held at its equilibrium value, the conductivity needs about 7 s to reach 90 % of its final value in the air-like case and about 0.5 s in the dosed case. Local balance of the ions holds well in the 1 mm layer, but not in an air-like film of 0.1 mm, where diffusion takes only about 2 s.

Real air-equilibrated pure water has a pH of roughly 5.6 and a conductivity of roughly 1 µS/cm, so the first case lies in the right regime. The value of $p$ itself is uncertain: 0.32 Torr is 420 ppm in dry air, the same air saturated with water vapour gives 0.31 Torr and a conductivity about 2 % lower, and 600 ppm would raise it by about 17 %. The 76 Torr case is a chosen dose, not a standard setting. Its result applies if the water reaches equilibrium at that partial pressure and does not lose CO$_2$ before use. The numerical output below lists the inputs and corrections for both cases.

## Calculated quantities

```
Paired values: air-like rinse, dosed rinse
CO2 pressure: 0.32, 76 Torr
Temperature: 298.15 K
Henry solubility: 0.034 mol/(L atm)
Henry solubility: 4.474e-05 mol/(L Torr)
K1: 4.5e-07 mol/L
K2: 4.7e-11 mol/L
Kw: 1e-14 mol2/L2
Molar conductivity H+, HCO3-, OH-: 350, 44.5, 198 S cm2/mol
Molar conductivity CO3--, NH4+: 139, 73.5 S cm2/mol
Dissolved CO2: 1.432e-05, 0.0034 mol/L
a = K1 KH p: 6.442e-12, 1.53e-09 mol2/L2
H+: 2.54e-06, 3.912e-05 mol/L
HCO3-: 2.536e-06, 3.912e-05 mol/L
OH-: 3.937e-09, 2.557e-10 mol/L
pH: 5.595, 4.408 (no unit)
Conductivity: 1.003, 15.43 uS/cm
Resistivity: 0.9973, 0.0648 Mohm cm
Pure-water pH: 7.000 (no unit)
Pure-water conductivity: 0.0548 uS/cm
Pure-water resistivity: 18.25 Mohm cm
pH slope per pressure decade: -0.499225, -0.499997 
LOH threshold for initial dip: 439 S cm2/mol
H+ error if water ions omitted: -0.07752, -0.0003268 %
H+ change from carbonate: 0.001847, 0.0001202 %
Conductivity change, carbonate: 0.002079, 0.0001354 %
Relative permittivity: 78.4 (no unit)
Viscosity: 0.89 mPa s
Bjerrum length: 0.7149 nm
Debye length: 190.6, 48.43 nm
Activity coefficient: 0.99813, 0.99265 (no unit)
Conductivity change, activity: 0.1877, 0.7408 %
Conductivity change, drag: -0.0245, -0.09646 %
Relaxation small parameter: 0.003751, 0.01476 
Cooler use temperature: 293.15 K
Enthalpies KH, K1, Kw: -20, 9, 56 kJ/mol
Mobility slopes H+, other ions: 1.4, 2 %/K
pH at cooler temperature: 5.579, 4.391 (no unit)
Conductivity at cooler temperature: 0.9644, 14.85 uS/cm
Conductivity change, cooling: -3.815, -3.765 %
Ammonium residue: 5e-07 mol/L
pH with ammonium: 5.638, 4.410 (no unit)
Conductivity with ammonium: 0.968, 15.39 uS/cm
Conductivity change, ammonium: -3.463, -0.2547 %
Still-layer depth: 1 mm
CO2 diffusion coefficient: 1.9e-05 cm2/s
Slowest diffusion time: 213.3 s
```
